# Polarity Dependence of Direct Tunnelling through a Silica–Hafnia Gate Stack

## Problem

A gate insulator consists of 1 nm of silica and 3 nm of hafnia between two electrodes. Label silica 1 and hafnia 2. Each layer has a thickness $t_i$, a barrier $\phi_i$ above the electrode Fermi level at zero bias, a tunnelling mass $m_i$ in units of the free-electron mass $m_0$, and a relative permittivity $k_i$:

- silica: $t_1=1$ nm, $\phi_1=3.1$ eV, $m_1=0.5$, $k_1=3.9$;
- hafnia: $t_2=3$ nm, $\phi_2=1.5$ eV, $m_2=0.2$, $k_2=20$.

A voltage $V=1$ V lies across the two layers. It can have either polarity, so the electrode that emits electrons touches either silica or hafnia. For an electron at the emitter Fermi level, which polarity gives the larger WKB transmission, and by what factor?

The electrodes have equal work functions, so the bands are flat at zero bias. There is no charge in the layers or at their interface, and no image force. The electron has no momentum parallel to the layers. The transmission is taken as the bare WKB exponential

$$T=e^{-2S},\qquad S=\int \kappa(x)\,dx,\qquad \kappa=Q\sqrt{m\,\phi(x)},\qquad Q=\frac{\sqrt{2m_0}}{\hbar}.$$

Here $\phi(x)$ is the local barrier above the electron's energy. With $\phi$ in eV and lengths in nm, $Q=5.123\ \mathrm{nm^{-1}\,eV^{-1/2}}$. Voltages and electron energies in eV share the same numerical values, so $V$ also stands for the energy $eV$ below.

The question compares two bias polarities, which produce two different barriers. It does not compare two directions of travel through one barrier. At a fixed energy, $S$ is an integral over the same region whichever way the electron moves, so reversing the travel alone changes nothing.

## First estimate by scaling

**The voltage split.** Without charge at the interface, the displacement is the same in both layers, so $k_1V_1/t_1=k_2V_2/t_2$. Together with $V_1+V_2=V$ this gives

$$V_i=V\,\frac{t_i/k_i}{D},\qquad D=\frac{t_1}{k_1}+\frac{t_2}{k_2}.$$

The thin silica layer takes the larger share, $V_1=0.631$ V, and hafnia takes $V_2=0.369$ V.

**The effect of a small voltage.** Let $u(x)$ be the voltage dropped between the emitter and the point $x$. The barrier there is $\phi_i-u$, and for $u\ll\phi_i$

$$\sqrt{\phi_i-u}\simeq\sqrt{\phi_i}-\frac{u}{2\sqrt{\phi_i}}.$$

Each layer's action is therefore reduced by $a_i\bar u_i$, where $\bar u_i$ is the mean of $u$ over the layer and

$$a_i=\frac{Q\,t_i}{2}\sqrt{\frac{m_i}{\phi_i}}.$$

The field is uniform within a layer, so each mean is the midpoint value. Let $S_s$ and $S_h$ be the total actions for injection from the silica side and from the hafnia side, and let $S_0$ be their common value at zero bias. Then

$$S_s\simeq S_0-a_1\frac{V_1}{2}-a_2\left(V_1+\frac{V_2}{2}\right),$$

$$S_h\simeq S_0-a_2\frac{V_2}{2}-a_1\left(V_2+\frac{V_1}{2}\right).$$

On subtraction the half-voltages cancel:

$$S_h-S_s\simeq a_2V_1-a_1V_2.$$

The layer farther from the emitter is lowered as a whole by the voltage dropped in the nearer one. The asymmetry is the competition between these two rigid shifts.

**The ratio.** Define $R=T_s/T_h=e^{2(S_h-S_s)}$. To first order,

$$\ln R\simeq Q\left[t_2\sqrt{\frac{m_2}{\phi_2}}\,V_1-t_1\sqrt{\frac{m_1}{\phi_1}}\,V_2\right].$$

Inserting the voltage split and taking out the common factor gives

$$\ln R\simeq \frac{QV\,t_1t_2}{D\,k_1k_2}\left[k_2\sqrt{\frac{m_2}{\phi_2}}-k_1\sqrt{\frac{m_1}{\phi_1}}\right].$$

To this order in the voltage, the thicknesses affect the size of the asymmetry but not its sign. At low bias, the bare exponential favours injection from the side whose layer has the smaller $k\sqrt{m/\phi}$. This quantity is 1.57 eV$^{-1/2}$ for silica and 7.30 eV$^{-1/2}$ for hafnia, so silica-side injection is favoured.

If either thickness goes to zero, $\ln R$ vanishes. This is as it must be: one uniform layer between equal electrodes presents the same barrier, seen from the emitter, for both polarities.

At 1 V the two terms of the first form are

$$5.123\times3\times\sqrt{0.2/1.5}\times0.6309=3.541,$$

$$5.123\times1\times\sqrt{0.5/3.1}\times0.3691=0.759.$$

Their difference gives $\ln R\simeq2.78$, or $R\simeq16$. The expansion is strained here, because the voltage dropped by the far end of the stack is two thirds of the hafnia barrier. The direction is plausible, but the factor needs the full integral.

## Exact solution of the WKB model

**Barrier edges.** Subtracting the voltage already dropped since the emitter gives, for injection from silica,

- silica: $3.1000\to2.4691$ eV;
- hafnia: $1.5-0.6309=0.8691\to0.5000$ eV.

For injection from hafnia,

- hafnia: $1.5000\to1.1309$ eV;
- silica: $3.1-0.3691=2.7309\to2.1000$ eV.

All edges are positive, so the electron tunnels through the full thickness in both cases. Above $V=\phi_2=1.5$ V, silica-side injection would meet a turning point before the far side of hafnia, and the integral would have to stop there.

**Action of one layer.** Let the barrier fall linearly from $a$ at the emitter side to $b$ at the far side:

$$\phi(x)=a-(a-b)\frac{x}{t},\qquad dx=-\frac{t}{a-b}\,d\phi.$$

The minus sign reverses the limits of the integral, and

$$S_{\rm layer}=\frac{Q\sqrt m\,t}{a-b}\int_b^a\sqrt\phi\,d\phi
=\frac23\,Q\sqrt m\,t\;\frac{a^{3/2}-b^{3/2}}{a-b}.$$

As $b\to a$, the last fraction tends to $\tfrac32\sqrt a$, which restores the rectangular-barrier result $Q\sqrt{ma}\,t$.

**Injection from silica.** The factor $\tfrac23Q\sqrt m\,t$ is 2.415 for silica and 4.582 for hafnia, in units of eV$^{-1/2}$. Therefore

$$S_{\rm silica}=2.415\times\frac{5.4581-3.8798}{0.6309}=6.042,$$

$$S_{\rm hafnia}=4.582\times\frac{0.8102-0.3536}{0.3691}=5.669.$$

The sum is $S_s=11.711$, so $T_s=e^{-23.42}=6.73\times10^{-11}$.

**Injection from hafnia.** With the other pair of edges,

$$S_{\rm hafnia}=4.582\times\frac{1.8371-1.2026}{0.3691}=7.877,$$

$$S_{\rm silica}=2.415\times\frac{4.5129-3.0432}{0.6309}=5.626.$$

The sum is $S_h=13.503$, so $T_h=e^{-27.01}=1.87\times10^{-12}$.

**The ratio.** The unrounded actions give

$$\ln R=2(13.5031-11.7112)=3.584,\qquad R=36.$$

At one volt, the bare WKB transmission at the emitter Fermi level is 36 times larger when electrons are injected from the silica side.

## Comparison of the estimate with the solution

The estimate has the right direction but gives 16 instead of 36. Comparing the layers separately shows where the difference arises. The table lists each layer's contribution to $\ln R$, which is twice its action for hafnia-side injection minus twice its action for silica-side injection.

| Layer | First order | Full |
|---|---:|---:|
| Hafnia | 3.541 | 4.415 |
| Silica | −0.759 | −0.831 |
| Sum | 2.78 | 3.58 |

Both contributions grow in magnitude, and the reason can be read from the integrand. Let $s$ run from 0 to 1 across hafnia, starting at its emitter side. The hafnia contribution to $S_h-S_s$ is

$$Q\sqrt{m_2}\,t_2\int_0^1\left[\sqrt{y}-\sqrt{y-V_1}\right]ds,\qquad y=\phi_2-V_2s.$$

Multiplying and dividing the bracket by the sum of the roots gives

$$\sqrt y-\sqrt{y-V_1}=\frac{V_1}{\sqrt y+\sqrt{y-V_1}}.$$

Both roots in the denominator are at most $\sqrt{\phi_2}$, and the second is smaller. The bracket therefore exceeds $V_1/(2\sqrt{\phi_2})$, which is its first-order value. The silica contribution obeys the same inequality in magnitude, with the labels exchanged. Its barrier is higher compared with the voltage, so it grows by only about a tenth, while the hafnia contribution grows by about a quarter.

**The role of permittivity.** Suppose hafnia is given the silica permittivity, with thicknesses, barriers, masses and total voltage held fixed. The voltage now divides as the thicknesses, so $V_1=0.25$ V and $V_2=0.75$ V. The full WKB ratio falls from 36 to 1.07. In this stack the large asymmetry therefore depends on the permittivity contrast: it makes silica take most of the voltage, and silica-side injection then places the whole hafnia layer under a much reduced barrier.

This second case also shows a limit of the low-bias sign rule. The first-order terms become 1.403 and 1.543, which predict $R\simeq e^{-0.14}=0.87$, a slight preference for hafnia-side injection. The full result lies slightly on the other side of one. When the two terms nearly cancel, the higher-order change in the low hafnia barrier can reverse the sign, and the full actions must be used.

## What the bare exponential leaves out

The exponential ignores partial reflection at the interfaces. To include it, let $g$ be the wave number or decay constant divided by the mass. The wave function $\psi$ and $\psi'/m$ are continuous. Write $g_e$ and $g_c$ for the emitter and collector, $g_a,g_a'$ for the start and end of the first layer, and $g_b,g_b'$ for those of the second.

At the emitter, an incident wave of amplitude 1 and a reflected wave $r$ join a decaying wave $\tau$:

$$1+r=\tau,\qquad ig_e(1-r)=-g_a\tau.$$

Eliminating $r$ gives $|\tau|^2=4g_e^2/(g_e^2+g_a^2)$. At the inner interface a decaying wave is partly returned as a growing one:

$$1+r=\tau,\qquad g_a'(1-r)=g_b\tau,$$

so $\tau^2=4g_a'^2/(g_a'+g_b)^2$. At the collector, $-g_b'(1-r)=ig_c\tau$ gives $|\tau|^2=4g_b'^2/(g_b'^2+g_c^2)$.

Inside a layer the WKB amplitude varies as $\kappa^{-1/2}$, which contributes $g_a/g_a'$ and $g_b/g_b'$ to $|\psi|^2$. The ratio of transmitted to incident flux contributes $g_c/g_e$. The product of all these terms multiplies $e^{-2S}$ by

$$P=\frac{4g_eg_a}{g_e^2+g_a^2}\;\frac{4g_a'g_b}{(g_a'+g_b)^2}\;\frac{4g_b'g_c}{g_b'^2+g_c^2}.$$

This neglects repeated reflections across a layer, the slope of the factor $\kappa^{-1/2}$ at the interfaces, and higher-order WKB corrections inside the layers.

Take both electrodes to have mass 0.92 and a Fermi level 0.1 eV above the band edge, roughly as in heavily doped silicon for the valleys whose long axis is normal to the layers. The kinetic energy is then 0.1 eV in the emitter and 1.1 eV in the collector. The factor $P$ is 0.973 from silica and 0.788 from hafnia, which raises the ratio to about 44. Direct numerical integration of the effective-mass Schrödinger equation, started from an outgoing wave in the collector, also gives 44. The value 36 thus belongs to the bare exponential, and these particular electrodes raise it by about a fifth. The change depends on the electrode in both size and direction: the same equation gives 37 for an electrode mass of 0.19, and 34 or 31 for free-electron metals with Fermi energies of 5 or 10 eV. The interface factors also vary at first order in the voltage, so they can decide the sign when the two first-order terms nearly cancel. For the equal-permittivity stack at 0.02 V, with the mass-0.92 electrodes, the wave equation slightly favours silica-side injection, against the low-bias rule.

## Beside a real gate stack

The parameters are rough typical values for a silicon transistor gate with a silica layer beneath hafnia; 1 nm is towards the thick end for that silica layer in a modern device. The fields are 6.3 MV/cm in silica and 1.2 MV/cm in hafnia. Rough breakdown fields are 10 MV/cm for thin silica and a few MV/cm for hafnia, so the example lies below breakdown but puts silica under heavy stress. Real devices also break several assumptions of the model. Each change below is made alone, starting from the bare WKB ratio of 36:

- **Energy spread.** A current collects electrons of many energies. Integrating $e^{-2S}$ over the normal energy, weighted by the thermal supply of the same electrodes at 300 K, gives a current ratio of 33.
- **Image force.** Lowering each barrier by $e^2/(16\pi\epsilon_0k_{\rm opt}x)$, with $x$ the distance from the electrode touching that layer and rough optical permittivities of 2.1 and 4.0, gives 45. Images in the other interfaces are omitted.
- **Band structure.** Replacing $m\phi$ by $m\phi(1-\phi/E_g)$, with rough gaps $E_g$ of 9.0 and 5.7 eV and unchanged masses, gives 16.
- **Work functions.** If the electrode on hafnia has a work function 0.5 eV larger and the applied bias stays at 1 V, the stack voltage is 0.5 V for silica-side injection and 1.5 V for hafnia-side injection. Both barriers, measured from the Fermi level of the hafnia-side electrode before the voltage drop is subtracted, are also 0.5 eV higher. The ratio is 17. At 1.5 V the silica field is 9.5 MV/cm, close to the rough breakdown value. With the difference reversed, so that the electrode on hafnia has the smaller work function, the ratio is about 230.
- **Voltage lost in the collector.** Losing 0.2 V there leaves 0.8 V across the stack, with the barriers at the emitter unchanged, and gives 15. Band bending in the emitter would also lower the barriers seen from its Fermi level, and is not included.
- **Hafnia mass.** A value of 0.15 instead of 0.2 gives 20.

Every one of these changes leaves silica-side injection favoured, but the factor is not fixed. It is also sensitive to the uncertain material parameters. A hafnia barrier of 1.2 or 1.8 eV gives 96 or 20, a hafnia mass of 0.1 or 0.3 gives 10 or 97, a hafnia permittivity of 16 or 25 gives 22 or 58, and a silica permittivity of 5 gives 21. These are separate trials and do not bound their combined effect; the direction of the asymmetry survives all of them, while the factor spans more than an order of magnitude. Tunnelling through traps in hafnia is outside the model and has not been sized. Where traps carry most of the leakage, the measured polarity ratio need not follow the one calculated here.
